\section*{Adaptively compressed exchange from Cholesky factorisation of the projected exchange matrix}

\section{The form fixed by symmetry and dimension}

Let $\Phi=(\varphi_1,\dots,\varphi_N)$ be the orthonormal occupied orbitals of one spin, written as the columns of a matrix, so that $\Phi^\dagger\Phi=1$. Their exchange operator $V$ is costly to apply. We seek a cheaper Hermitian operator that acts as $V$ does on the occupied space and is built from the data
\begin{equation}
W=V\Phi,\qquad M=\Phi^\dagger W=\Phi^\dagger V\Phi .
\label{data}
\end{equation}
The matrix $M$ is the projected exchange matrix. A Hermitian operator whose range lies in the span of the columns of $W$ has the form $WCW^\dagger$, with $C$ an $N\times N$ Hermitian matrix.

A unitary rotation $\Phi\to\Phi U$ leaves the occupied space and $V$ unchanged, while $W\to WU$ and $M\to U^\dagger MU$. The operator $WCW^\dagger$ is unchanged if $C\to U^\dagger CU$, which holds when $C$ is a function $c(M)$ acting on the eigenvalues of $M$. Dimensions fix this function. Both $W$ and $M$ scale as one power of energy, and so must $WCW^\dagger$; hence $c(\lambda m)=\lambda^{-1}c(m)$ for $\lambda>0$. For eigenvalues of one sign this gives $c(m)=a/m$ with a pure number $a$, and the candidate is $aWM^{-1}W^\dagger$. Acting on $\Phi$ it gives $aWM^{-1}M=aW$, so $a=1$.

This argument assumed that $C$ depends on $M$ alone, eigenvalue by eigenvalue, and that $M$ is invertible with eigenvalues of one sign. The proofs below remove the first assumption and establish the second.

\section{Assumptions and theorem}

Hartree atomic units are used. In $d$ dimensions the exchange operator is
\begin{equation}
(Vf)(r)=-\sum_{j=1}^N\varphi_j(r)\int v(r-r')\,\varphi_j^*(r')f(r')\,dr' .
\label{V}
\end{equation}
The interaction $v$ is real and even, with Fourier transform $\hat v(k)>0$ for almost all $k$. For the Coulomb interaction in three dimensions $\hat v=4\pi/k^2$. The orbitals are regular enough for $V$ to be a bounded operator and for the integrals below to exist. The kernel of $V$ is $-\sum_j\varphi_j(r)\varphi_j^*(r')v(r-r')$. Exchanging $r$ and $r'$ and conjugating returns the same kernel, so $V$ and $M$ are Hermitian.

\paragraph{Theorem.} Under these assumptions:
\begin{enumerate}
\item $-M$ is positive definite, so $-M=LL^\dagger$ with $L$ lower triangular and invertible.
\item With $\xi=WL^{-\dagger}$, where $L^{-\dagger}=(L^\dagger)^{-1}$, the operator
\begin{equation}
V_{\rm ACE}=-\xi\xi^\dagger=WM^{-1}W^\dagger
\label{ace}
\end{equation}
satisfies $V_{\rm ACE}f=Vf$ for every $f$ in the occupied space.
\item It is the only Hermitian operator of rank at most $N$ with this property.
\item On the whole space $V\le V_{\rm ACE}\le0$, in the sense of expectation values.
\end{enumerate}

\section{The projected matrix is negative definite}

\paragraph{Lemma 1.} With $g_j=\varphi_j^*f$ and $\hat g_j(k)=\int e^{-ik\cdot r}g_j(r)\,dr$,
\begin{equation}
\langle f|V|f\rangle=-\sum_j\int\frac{dk}{(2\pi)^d}\,\hat v(k)\,|\hat g_j(k)|^2\le0 .
\label{form}
\end{equation}

\emph{Proof.} Multiply (\ref{V}) by $f^*(r)$ and integrate. Since $f^*\varphi_j=g_j^*$,
\begin{equation}
\langle f|V|f\rangle=-\sum_j\iint g_j^*(r)\,v(r-r')\,g_j(r')\,dr\,dr' .
\end{equation}
Insert $v(r-r')=(2\pi)^{-d}\int\hat v(k)e^{ik\cdot(r-r')}dk$. The $r$ integral gives $\hat g_j(k)^*$ and the $r'$ integral gives $\hat g_j(k)$, which is (\ref{form}). $\square$

\paragraph{Lemma 2.} $-M$ is positive definite.

\emph{Proof.} For a coefficient vector $c$ put $f=\Phi c=\sum_jc_j\varphi_j$. Then $c^\dagger Mc=\langle f|V|f\rangle\le0$. If this vanishes, (\ref{form}) and $\hat v>0$ force every $g_j$ to be zero almost everywhere. But
\begin{equation}
|f|^2=f^*f=\sum_jc_j^*\varphi_j^*f=\sum_jc_j^*g_j=0 ,
\label{strict}
\end{equation}
so $f=0$, and $c=0$ because the orbitals are orthonormal. $\square$

\paragraph{Remark: periodic cells.} Suppose all orbitals share the periodicity of a cell of volume $\Omega$ and the component $\hat v(0)$ is set to zero. A vanishing form now means that each $g_j$ is a constant $a_j$. Integrating $\varphi_j^*f=a_j$ over the cell gives $a_j=c_j/\Omega$, so the first equalities of (\ref{strict}) give $|f|^2=\sum_j|c_j|^2/\Omega$, a non-zero constant. Then $\varphi_j=a_j^*f/|f|^2$, and all orbitals are proportional to $f$. Orthonormality allows this for $N=1$ alone, with $|\varphi_1|^2=1/\Omega$, and in that case $M=0$. For two plane waves $G_1\ne G_2$ only the pair of different waves contributes, and $-M$ is $\hat v(G_1-G_2)/\Omega$ times the unit matrix. On a ring of 32 points, with $\hat v=1/G^2$ for integer $G\ne0$ and $\Omega=32$ in the normalisation of $v$, one plane wave gives zero to rounding, and the waves $G=1,2$ give $1/32=0.03125$.

\paragraph{Lemma 3.} A positive definite matrix $A$ has a factorisation $A=LL^\dagger$ with $L$ lower triangular and invertible.

\emph{Proof.} For size one take the square root. Otherwise split off the first row and column:
\begin{equation}
A=\begin{pmatrix}\alpha&b^\dagger\\ b&B\end{pmatrix},\qquad
L=\begin{pmatrix}\sqrt\alpha&0\\ b/\sqrt\alpha&L'\end{pmatrix},\qquad
L'L'^\dagger=B-\frac{bb^\dagger}{\alpha}.
\label{chol}
\end{equation}
Here $\alpha>0$. Evaluating the form of $A$ on the vector $(-b^\dagger y/\alpha,\;y)$ with $y\neq0$ gives $|b^\dagger y|^2/\alpha-2|b^\dagger y|^2/\alpha+y^\dagger By=y^\dagger(B-bb^\dagger/\alpha)y$, which is therefore positive. The smaller matrix is positive definite, and $L'$ exists by induction. Multiplying out $LL^\dagger$ returns $A$. $\square$

\section{Agreement and uniqueness}

\emph{Proof of parts 1 and 2.} Part 1 is Lemmas 2 and 3. From $\xi=WL^{-\dagger}$ we have $\xi^\dagger=L^{-1}W^\dagger$, so
\begin{equation}
-\xi\xi^\dagger=-WL^{-\dagger}L^{-1}W^\dagger=-W(LL^\dagger)^{-1}W^\dagger=WM^{-1}W^\dagger .
\end{equation}
The last step uses $LL^\dagger=-M$, which removes the minus sign. Next, $W^\dagger\Phi=(\Phi^\dagger W)^\dagger=M^\dagger=M$. Therefore
\begin{equation}
V_{\rm ACE}\Phi=WM^{-1}(W^\dagger\Phi)=WM^{-1}M=W=V\Phi .
\label{agree}
\end{equation}
Multiplying by any $c$ from the right extends this to $f=\Phi c$. $\square$

\emph{Proof of part 3.} Let $B$ be Hermitian with rank at most $N$ and $B\Phi=W$. The columns of $W$ are linearly independent: $Wc=0$ implies $Mc=\Phi^\dagger Wc=0$, hence $c=0$. The range of $B$ contains these $N$ columns and has dimension at most $N$, so it is their span. A Hermitian operator vanishes on the complement of its range; with the projector $P_W=W(W^\dagger W)^{-1}W^\dagger$ this reads $B=P_WBP_W$. Thus $B=WCW^\dagger$ for some matrix $C$. The condition on $\Phi$ becomes
\begin{equation}
W=B\Phi=WCW^\dagger\Phi=WCM .
\end{equation}
Independence of the columns gives $CM=1$, so $C=M^{-1}$ and $B=V_{\rm ACE}$. $\square$

\paragraph{Remark: other projections.} Let $P=\Phi\Phi^\dagger$. The operator $PVP$ gives $PVP\Phi=PW$, which loses the part of $V\Phi$ outside the occupied space. The combination $PV+VP-PVP$ gives $PW+W-PW=W$ and does agree, but its range lies in the span of $\Phi$ and $W$ together and can have dimension $2N$. For one draw of five random complex orbitals on a grid, $PVP\Phi$ misses $W$ by a Frobenius norm of $0.265$ Ha. The ranks are 5 for $V_{\rm ACE}$ and 10 for the combination. The residual of (\ref{agree}) is at rounding level, $10^{-15}$ Ha. A unitary rotation of the same orbitals changes grid entries of $\xi$ by up to $0.88$ Ha$^{1/2}$ in this draw and leaves $\xi\xi^\dagger$ unchanged to rounding: the vectors $\xi_k$ have no separate physical meaning.

\section{What happens outside the occupied space}

\emph{Proof of part 4.} The upper bound follows from $\langle f|V_{\rm ACE}|f\rangle=-\|\xi^\dagger f\|^2$. For the lower bound put $K=-V\ge0$ and $A=\Phi^\dagger K\Phi=-M$. Then $W=-K\Phi$ and
\begin{equation}
D\equiv V_{\rm ACE}-V=K-K\Phi A^{-1}\Phi^\dagger K .
\end{equation}
For given $f$ set $b=\Phi^\dagger Kf$ and $c=A^{-1}b$. Expanding a non-negative quantity,
\begin{align}
0\le\langle f-\Phi c|K|f-\Phi c\rangle
&=\langle f|K|f\rangle-b^\dagger c-c^\dagger b+c^\dagger Ac\nonumber\\
&=\langle f|K|f\rangle-b^\dagger A^{-1}b=\langle f|D|f\rangle .
\label{schur}
\end{align}
Hence $D\ge0$, while $D\Phi=0$ by (\ref{agree}). $\square$

Compression therefore never exceeds the attraction that exchange gives to virtual orbitals, and it may lose part of it. Three cases show the range of behaviour.

\paragraph{One orbital.} For $N=1$ let $u(r)=\int v(r-r')|\varphi(r')|^2dr'$. Then $W=-u\varphi$, $M=-\langle\varphi|u|\varphi\rangle$, and
\begin{equation}
V_{\rm ACE}f=-\,u\varphi\,\frac{\langle u\varphi|f\rangle}{\langle\varphi|u|\varphi\rangle}.
\end{equation}
For $f=\varphi$ this is $-u\varphi$, which cancels the repulsion of the electron with its own density, as full exchange does.

\paragraph{Constant interaction.} If $v$ equals a constant $v_0>0$ over the region where the functions live, (\ref{V}) becomes $V=-v_0P$. Then $W=-v_0\Phi$, $M=-v_0$ times the unit matrix, and $V_{\rm ACE}=-v_0P=V$. Nothing is lost, because full exchange already has rank $N$. An exactly constant $v$ is a limit of very wide interactions with $\hat v>0$ and does not itself meet that assumption; here $M$ is seen directly to be invertible.

\paragraph{Contact interaction.} If $v=g\,\delta(r-r')$ with $g>0$, then $Vf=-g\,n f$, where $n=\sum_j|\varphi_j|^2$. This acts on every function that overlaps the density, while $V_{\rm ACE}$ still has rank $N$. The loss covers all but $N$ of the directions on which $V$ acts. This count is not special to the contact case: $D=K^{1/2}(1-\Pi)K^{1/2}$ with $\Pi$ the rank-$N$ projector on the columns of $K^{1/2}\Phi$, so in finite dimensions ${\rm rank}\,D={\rm rank}\,V-N$ whenever $K\ge0$ and $M$ is invertible.

\paragraph{Corollary: levels at fixed density.} Let $F=h+v_{\rm H}+V$ be the Fock operator, with $h$ the one-electron part and $v_{\rm H}$ the Hartree potential, and let $F\Phi=\Phi E$. Put $F_{\rm ACE}=F+D$. Since $D\Phi=0$, also $F_{\rm ACE}\Phi=\Phi E$, and the occupied levels are unchanged. On the virtual space $F_{\rm ACE}$ exceeds $F$ by a non-negative operator, so by the min--max principle no discrete virtual level falls. If the occupied levels are the $N$ lowest of $F$, they are also the $N$ lowest of $F_{\rm ACE}$.

The converse can fail. Take a two-dimensional model space with one occupied orbital of level $\varepsilon$ and one virtual orbital $\chi$ with $\langle\chi|D|\chi\rangle=\delta>0$. Choose the Hermitian matrix $h$ so that $F$ is diagonal with virtual level $\varepsilon-\delta/2$. Then $F_{\rm ACE}$ places it at $\varepsilon+\delta/2$, and the wrong orbital appears to be the lowest. Such a state is a fixed point of an iteration that occupies the lowest levels of $F_{\rm ACE}$; the example does not show that the iteration is attracted to it. A converged calculation should therefore be checked once by finding the lowest level of $F$, with full exchange, on the whole virtual space. Looking only at the low virtual orbitals of $F_{\rm ACE}$ is not enough, because compression may have raised the misplaced orbital above them.

\paragraph{Remark: virtual orbitals in the set.} To obtain selected virtual levels, append those orbitals to $\Phi$ in (\ref{data}) while leaving the sum in (\ref{V}) over the occupied ones. If the enlarged $M$ is invertible, (\ref{agree}) holds on the enlarged space. By Lemma 1, it is invertible unless some non-zero $f$ in that space vanishes wherever the occupied density is non-zero.

\section{Self-consistency and cost}

When the orbitals change, an operator built from the old ones is no longer the right one. Let $\psi=\cos\theta\,\varphi+\sin\theta\,\chi$ with $\varphi$ occupied, $\chi$ virtual and both normalised. Keeping $V$ at the old orbitals and using $D\varphi=0$,
\begin{equation}
D\psi=\sin\theta\,D\chi,\qquad
\langle\psi|D|\psi\rangle=\sin^2\theta\,\langle\chi|D|\chi\rangle .
\label{rot}
\end{equation}
The cross term is absent because $\langle\varphi|D\chi\rangle=\langle D\varphi|\chi\rangle=0$. The compression error $D\psi$ is thus of first order in the rotation and its expectation value is of second order. The exchange operator itself also changes with the orbitals that define it, in general at first order, and (\ref{rot}) does not include that change.

This suggests two loops. The inner loop holds $\xi$ fixed and converges density and orbitals; the outer loop rebuilds $\xi$. If the outer loop reaches a fixed point, the orbitals that define $V_{\rm ACE}$ span the space it is applied to, and (\ref{agree}) gives
\begin{equation}
(h+v_{\rm H}+V_{\rm ACE})\Phi=(h+v_{\rm H}+V)\Phi=\Phi E .
\end{equation}
These are the Hartree--Fock equations with full exchange. That the loop converges is not proved here.

Building $W$ directly from (\ref{V}) takes one convolution with $v$ for each ordered pair $(\varphi_j,\varphi_i)$, hence $N^2$. Since $v$ is real, exchanging $i$ and $j$ only conjugates the result, so $N(N+1)/2$ convolutions suffice if this is used. Afterwards $V_{\rm ACE}f=-\sum_k\xi_k\langle\xi_k|f\rangle$ needs $N$ inner products and no convolution, whereas (\ref{V}) needs $N$ convolutions each time.

\section{Eight electrons in a one-dimensional trap}

Take restricted Hartree--Fock with four doubly occupied orbitals, external potential $x^2/2$ and interaction $v(x)=1/\sqrt{x^2+1}$. Its transform is $\hat v(k)=2K_0(|k|)>0$, with $K_0$ the modified Bessel function, so the theorem applies. As a test of Lemma 1, the normalised trial function proportional to $e^{-(x-1/2)^2}$ gives $-\langle f|V|f\rangle=0.925270$ Ha both from the grid and from the Fourier integral.

The density matrix is even under reflection, so $V$ commutes with parity and $M$ couples orbitals of equal parity. This gives the zeros in
\begin{equation}
-M=\begin{pmatrix}
0.950393&0&0.010060&0\\
0&0.911324&0&0.018554\\
0.010060&0&0.845607&0\\
0&0.018554&0&0.726628
\end{pmatrix}\ {\rm Ha}.
\end{equation}
The recursion (\ref{chol}) gives, in Ha$^{1/2}$,
\begin{align}
L_{11}&=\sqrt{0.950393}=0.974881, & L_{31}&=0.010060/0.974881=0.010319,\nonumber\\
L_{22}&=\sqrt{0.911324}=0.954633, & L_{42}&=0.018554/0.954633=0.019436,\nonumber\\
L_{33}&=\sqrt{0.845607-0.010319^2}=0.919511, & L_{44}&=\sqrt{0.726628-0.019436^2}=0.852203.\nonumber
\end{align}
The smallest and largest eigenvalues of $-M$ are $0.725$ and $0.951$ Ha, so its inversion is well conditioned. For a closed shell the two spins each contribute $\frac12{\rm tr}\,M$, and the exchange energy is ${\rm tr}\,M=-3.43395$ Ha.

With the density fixed, the four occupied levels are $4.5420$, $5.3287$, $6.1462$ and $7.0308$ Ha for both operators. The fifth rises from $8.3247$ to $8.5364$ Ha and the sixth from $9.2346$ to $9.3371$ Ha, as the corollary allows. With $\chi$ the fifth orbital of $F$, $\langle\chi|D|\chi\rangle=0.2138$ Ha. The actual shift, $0.2117$ Ha, is slightly smaller because the virtual orbital relaxes under $D$; the expectation value is an upper bound by the variational principle on the virtual space. Including $\chi$ in the compression set restores $8.3247$ Ha.

For $\theta=0.1$, (\ref{rot}) predicts $0.009967\times0.213791=0.002131$ Ha, the value found. Doubling the angle raises it to $0.008438$ Ha, a factor close to four, while $\|D\psi\|$ grows from $0.0221$ to $0.0440$ Ha, a factor close to two.

Separate self-consistent runs with full and compressed exchange both give $31.304609$ Ha ($851.84$ eV), and their density matrices differ by at most $2\times10^{-10}$ in any element. They took 13 and 15 outer iterations. The compressed operator was thus not faster in that count. These runs stored both operators as full matrices; the gain from compression appears when an iterative eigensolver applies exchange repeatedly. An unpreconditioned Lanczos solver for the four lowest levels applied the Fock operator 127 times in either case. Direct exchange then needs $127\times4=508$ convolutions, against $4^2=16$ to build $\xi$ directly, without using the conjugate pairs. This ratio of about 32 belongs to this solver and grid and is not a ratio of run times.

\section{Density-fitted exchange and the water molecule}

In a basis with overlap matrix $S$, let $C$ hold the occupied coefficients, $C^\dagger SC=1$, and let $V$ now denote the matrix of elements $\langle p|V|q\rangle$. With $W=VC$ and $M=C^\dagger VC$, the steps of (\ref{agree}) give $WM^{-1}W^\dagger C=VC$ without further use of $S$.

Density fitting expands each pair density in auxiliary functions $\eta_P$. Let $J_{PQ}=(\eta_P|v|\eta_Q)$ and $b_{jP}=(\eta_P|v|g_j)$. The fitted form is
\begin{equation}
\langle f|V_{\rm fit}|f\rangle=-\sum_jb_j^\dagger J^{-1}b_j,\qquad
0\le b_j^\dagger J^{-1}b_j\le(g_j|v|g_j).
\label{fit}
\end{equation}
The matrix $J$ is positive definite for independent $\eta_P$ because $\hat v>0$. The upper bound is (\ref{schur}) with $K$ replaced by $v$, $\Phi$ by the auxiliary functions and $f$ by $g_j$. Fitted exchange is thus negative semidefinite and no stronger than the unfitted one. Strict definiteness of the fitted $M$ is now an assumption, since a poor auxiliary set could miss a pair density; if it holds, the other parts of the theorem follow for $V_{\rm fit}$.

Consider water with O at the origin and H at $(0,\pm1.43,1.11)$ bohr, in restricted Hartree--Fock with the cc-pVDZ basis. The total energy is $-76.0268$ Ha. The exchange energy is $-8.975958$ Ha from four-index integrals and $-8.975908$ Ha with fitting in the cc-pVDZ-JKFIT auxiliary set at the same orbitals, less negative by $5.0\times10^{-5}$ Ha. At fixed orbitals this is the direction required by (\ref{fit}). The size belongs to the auxiliary set: cc-pVTZ-JKFIT gives $2.3\times10^{-5}$ Ha. Compressing the fitted operator returns the fitted value. On the occupied orbitals it matches fitted exchange to $10^{-15}$ Ha and differs from four-index exchange by up to $5.1\times10^{-5}$ Ha in a matrix element between a basis function and an occupied orbital. Compression adds no error of its own there and repairs none.

With four-index exchange, the highest occupied level is $-0.4932$ Ha both before and after compression. The lowest virtual level rises from $0.1854$ to $0.2437$ Ha, by $0.0583$ Ha or $1.59$ eV. A positive level in a finite basis gives no evidence of a bound state, and its value and shift depend strongly on the basis: the shift is $1.11$ eV in cc-pVTZ, $0.19$ eV in aug-cc-pVDZ and $0.14$ eV in aug-cc-pVTZ, where the lowest virtual orbital is diffuse. Within this basis, the gap read from $V_{\rm ACE}$ built on occupied orbitals alone differs from the Hartree--Fock gap. Both examples omit correlation, and the water values also carry the error of the basis: in aug-cc-pVTZ the total energy is $-76.0606$ Ha, the exchange energy $-8.9430$ Ha and the highest occupied level $-0.5103$ Ha. The numerical output lists the remaining digits.

\paragraph{Remark: interactions of mixed sign.} If $\hat v$ takes both signs, the proof of Lemma 2 fails and $-M$ may have no Cholesky factor. As long as $M$ is invertible, $WM^{-1}W^\dagger$ still agrees with $V$ on the occupied space and is still unique, since (\ref{agree}) and the proof of part 3 use invertibility alone. The ordering in part 4, and with it the protection of the aufbau order, is then no longer guaranteed.

\section*{Table of computed values}
\begin{verbatim}
complex test: orbitals 5, max ACE residual 1.2e-15 Ha
rotation: change of operator 1.9e-16, of xi 0.88
PVP residual norm on occupied space 0.2647 Ha
rank of ACE 5, of PV+VP-PVP 10
ring: -M one wave 1.6e-18, two waves, lowest 0.031250
trap: frequency 1.0 Ha, electrons 8
grid: 81 points, spacing 0.20 bohr, half width 8.0 bohr
total energy, full exchange 31.30460852 Ha
total energy, ACE 31.30460852 Ha = 851.8418 eV
total energy, ACE, 101 points 31.30460852 Ha
exchange energy, full -3.43395103, ACE run -3.43395103 Ha
outer iterations: full 13, ACE 15
density-matrix difference of the two runs 2.0e-10
M row 1 (Ha): -0.950393 -0.000000 -0.010060 0.000000
M row 2 (Ha): -0.000000 -0.911324 0.000000 -0.018554
M row 3 (Ha): -0.010060 0.000000 -0.845607 -0.000000
M row 4 (Ha): 0.000000 -0.018554 -0.000000 -0.726628
L row 1 (Ha^0.5): 0.974881 0.000000 0.000000 0.000000
L row 2 (Ha^0.5): 0.000000 0.954633 0.000000 0.000000
L row 3 (Ha^0.5): 0.010319 -0.000000 0.919511 0.000000
L row 4 (Ha^0.5): -0.000000 0.019436 0.000000 0.852203
eigenvalues of -M (Ha): 0.724782 0.844650 0.913169 0.951350
max ACE residual on occupied orbitals 5.6e-17 Ha
quadratic form: grid 0.925270001, Fourier 0.925270001 Ha
levels 1-6, full (Ha): 4.542043 5.328730 6.146189 7.030792 8.324662 9.234612
levels 1-6, ACE (Ha): 4.542043 5.328730 6.146189 7.030792 8.536394 9.337134
level 5 with orbital 5 in the set 8.324662 Ha
<chi|D|chi> 0.213791, |D chi| 0.221653 Ha
angle 0.1 rad: <D> 0.002131, |D psi| 0.022128 Ha
angle 0.2 rad: <D> 0.008438, |D psi| 0.044036 Ha
eigensolver applications: full 127, ACE 127
convolutions: full 508, ACE 16
water geometry (bohr): O 0 0 0; H 0 1.43 1.11; H 0 -1.43 1.11
water: 24 basis functions, 116 fitting functions, 5 occupied
water RHF/cc-pVDZ energy -76.026765 Ha
water exchange energy, four-index -8.97595841 Ha
water exchange energy, fitted -8.97590813 Ha
water exchange energy, ACE of fitted -8.97590813 Ha
water max residual: ACE 2.7e-15, ACE of fitted 1.1e-15 Ha
water ACE of fitted against four-index 5.1e-05 Ha
water HOMO: full -0.493152, ACE -0.493152 Ha
water LUMO: full 0.185422, ACE 0.243703 Ha
water LUMO shift 0.058281 Ha = 1.5859 eV
\end{verbatim}
